# Residual ¹³C–¹⁴N dipolar splitting under magic-angle spinning

Suppose a ¹³C nucleus is bonded to ¹⁴N in a powder, and the sample spins at the magic angle with the protons decoupled. If the nitrogen spin is taken to be quantized along the magnetic field, the dipolar coupling is proportional to \(1-3\cos^2\theta\), where \(\theta\) is the angle between bond and field. Spinning averages this factor to zero, and one carbon line is predicted. The spectrum can nevertheless show two components, with areas 1 : 2. On the simple prediction these would have to come from inequivalent carbon sites, although only one site is present. The fault lies in the assumed quantization axis: the quadrupole coupling tilts the nitrogen spin away from the field.

## Setting and statement

Let \(\mathbf I\) be the carbon spin (1/2) and \(\mathbf S\) the nitrogen spin (1), both dimensionless. Energies are divided by Planck's constant and given in Hz. The unit vector \(\mathbf n\) points along the field and \(\mathbf r\) along the bond. Both gyromagnetic ratios are positive, so the Larmor frequencies \(\nu_C,\nu_N\) are positive and enter with minus signs:

\[
H=-\nu_C\,\mathbf n\cdot\mathbf I-\nu_N\,\mathbf n\cdot\mathbf S+\mathbf S\cdot Q\cdot\mathbf S+D\left[\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf r)(\mathbf S\cdot\mathbf r)\right].
\]

The dipolar constant is \(D=\mu_0\gamma_C\gamma_N\hbar/(8\pi^2\ell^3)>0\), with \(\ell\) the bond length. In the principal frame of the electric field gradient, with quadrupole coupling constant \(\chi\) and asymmetry \(\eta\),

\[
Q=\frac{\chi}{2}\,\mathrm{diag}\left(-\frac{1-\eta}{2},\,-\frac{1+\eta}{2},\,1\right),\qquad \mathrm{Tr}\,Q=0 .
\]

The bond has polar angles \((\beta,\alpha)\) in this frame. The label \(m=+1,0,-1\) is the nitrogen spin projection along \(\mathbf n\) in the limit \(\chi\to0\).

**Assumptions.**

1. \(D\ll|\chi|<\nu_N\), and results are taken to leading order in \(\chi/\nu_N\).
2. The spinning rate is far below \(\nu_N\), so the nitrogen states follow the rotation adiabatically. It is also far above \(D\). The carbon phase gathered in one turn is fixed by the rotor-averaged shift, and the oscillating part, of order \(D\) for \(m=\pm1\) and absent at that order for \(m=0\), then moves only negligible intensity into spinning sidebands.
3. Nitrogen relaxation is slow compared with the splitting in Hz, and the three nitrogen levels are equally populated.
4. The molecule is rigid, the powder is isotropic, and scalar coupling is left out. The carbon shielding anisotropy is also left out; in a real sample the spinning rate must exceed it as well, or part of each component's intensity moves into sidebands.

**Theorem.** Under these assumptions the carbon resonance consists of three components of equal area. Measured from the uncoupled line, their centres of gravity are

\[
f_{\pm1}=-K,\qquad f_0=+2K,\qquad K=\frac{3D\chi}{20\,\nu_N}F,
\]

\[
F=3\cos^2\beta-1+\eta\sin^2\beta\cos2\alpha .
\]

The \(m=\pm1\) components together have twice the area of the \(m=0\) component. The signed splitting between the centres of gravity is

\[
f_0-f_{\pm1}=3K=\frac{9D\chi F}{20\,\nu_N},
\]

inversely proportional to the field. Each component is a band of finite width, because part of the anisotropy survives spinning. A resolved doublet requires that the bands do not overlap too strongly, which fails when \(|F|\) is small.

## Lemma 1: the carbon shift measures the nitrogen spin vector

**Lemma.** When nitrogen is in state \(m\), the carbon line is shifted by \(f_m=-A_m\), where

\[
A_m=\mathbf d\cdot\langle\mathbf S\rangle_m,\qquad \mathbf d=D\left[\mathbf n-3(\mathbf n\cdot\mathbf r)\mathbf r\right].
\]

**Proof.** Split \(\mathbf I\) into its component \(I_n=\mathbf n\cdot\mathbf I\) and a transverse part. The transverse part flips the carbon spin and connects levels separated by \(\nu_C\) or \(\nu_C\pm\nu_N\). It changes energies by terms of order \(D^2\) divided by these frequencies, which are dropped. Replacing \(\mathbf I\) by \(I_n\mathbf n\) in the dipolar term leaves

\[
D\,I_n\left[\mathbf n\cdot\mathbf S-3(\mathbf n\cdot\mathbf r)(\mathbf r\cdot\mathbf S)\right]=I_n\,\mathbf d\cdot\mathbf S .
\]

Let \(\varepsilon_m\) be the nitrogen energy without dipolar coupling. To first order in \(D\), the levels for \(I_n=\pm\tfrac12\) are

\[
E_m^{(\pm)}=\mp\tfrac12\nu_C+\varepsilon_m\pm\tfrac12\,\mathbf d\cdot\langle\mathbf S\rangle_m .
\]

The carbon frequency is \(E_m^{(-)}-E_m^{(+)}=\nu_C-\mathbf d\cdot\langle\mathbf S\rangle_m\). ∎

The vector \(\mathbf d\) is not parallel to the field unless the bond is parallel or perpendicular to it. Carbon therefore responds also to nitrogen spin components transverse to the field.

## Lemma 2: the tilt

**Lemma.** To first order in \(\chi/\nu_N\),

\[
\langle\mathbf S\rangle_m=m\,\mathbf n-\frac{3m^2-2}{\nu_N}\left[Q\mathbf n-\mathbf n(\mathbf n\cdot Q\cdot\mathbf n)\right].
\]

**Proof.** Write the nitrogen Zeeman term as \(-\mathbf b\cdot\mathbf S\) with \(\mathbf b=\nu_N\mathbf n\). The Hellmann–Feynman theorem gives \(\langle\mathbf S\rangle_m=-\partial\varepsilon_m/\partial\mathbf b\), so the energy as a function of the vector \(\mathbf b\) is sufficient.

Choose axes \(1,2\) perpendicular to \(\mathbf n\). In the unperturbed state \(m\), \(\langle S_n^2\rangle=m^2\). Since \(\mathbf S^2=2\), axial symmetry gives \(\langle S_1^2\rangle=\langle S_2^2\rangle=(2-m^2)/2\). The symmetrized products of different components have zero mean. Therefore

\[
\langle\mathbf S\cdot Q\cdot\mathbf S\rangle=m^2Q_{nn}+\frac{2-m^2}{2}(Q_{11}+Q_{22}).
\]

Because the trace vanishes, \(Q_{11}+Q_{22}=-Q_{nn}\), and the sum is \(\tfrac12(3m^2-2)Q_{nn}\). The energy is

\[
\varepsilon_m(\mathbf b)=-m|\mathbf b|+\frac{3m^2-2}{2}\,\frac{\mathbf b\cdot Q\cdot\mathbf b}{|\mathbf b|^2}.
\]

The gradient of \(|\mathbf b|\) is \(\mathbf n\). The quotient rule gives

\[
\frac{\partial}{\partial\mathbf b}\frac{\mathbf b\cdot Q\cdot\mathbf b}{|\mathbf b|^2}
=\frac{2Q\mathbf b}{|\mathbf b|^2}-\frac{2\mathbf b(\mathbf b\cdot Q\cdot\mathbf b)}{|\mathbf b|^4}
=\frac{2}{\nu_N}\left[Q\mathbf n-\mathbf n(\mathbf n\cdot Q\cdot\mathbf n)\right].
\]

Inserting both gradients with the overall minus sign gives the lemma. ∎

The bracket is perpendicular to \(\mathbf n\): it is the tilt. Its factor \(3m^2-2\) equals \(+1\) for \(m=\pm1\) and \(-2\) for \(m=0\). The transverse component is thus the same for both outer states and twice as large, with opposite sign, for the middle one. The sum over the three states vanishes, as it must because \(\mathbf S\) is traceless. For \(m=0\) there is no longitudinal component at this order, so "tilting of the axis" there means that a state with no mean spin acquires a small transverse one.

## Lemma 3: the coupling for one orientation

Insert Lemma 2 into Lemma 1. The longitudinal part uses \(\mathbf d\cdot\mathbf n=D[1-3(\mathbf n\cdot\mathbf r)^2]\). In the transverse part the term \(D\mathbf n\) of \(\mathbf d\) gives nothing, and the term \(-3D(\mathbf n\cdot\mathbf r)\mathbf r\) remains. Its minus sign cancels that of the tilt:

\[
A_m=mD\left[1-3(\mathbf n\cdot\mathbf r)^2\right]+\frac{3D}{\nu_N}(3m^2-2)\,B(\mathbf n),
\]

\[
B(\mathbf n)=(\mathbf n\cdot\mathbf r)(\mathbf r\cdot Q\cdot\mathbf n)-(\mathbf n\cdot\mathbf r)^2(\mathbf n\cdot Q\cdot\mathbf n).
\]

The first term is the ordinary coupling, odd in \(m\). The second is smaller by a factor of order \(\chi/\nu_N\) and even in \(m\).

## Proof of the theorem

**Rotor average of the first term.** Seen from a crystallite, the field direction moves on a cone about the rotor axis with half-angle \(\theta_m\), where \(\cos^2\theta_m=1/3\). If the bond makes an angle \(\zeta\) with the rotor axis, then at rotor phase \(\psi\)

\[
\mathbf n\cdot\mathbf r=\frac{\cos\zeta+\sqrt2\,\sin\zeta\cos\psi}{\sqrt3}.
\]

The cross term averages to zero and \(\cos^2\psi\) to \(1/2\), so

\[
\overline{(\mathbf n\cdot\mathbf r)^2}=\frac{\cos^2\zeta+\sin^2\zeta}{3}=\frac13 .
\]

The first term of \(A_m\) vanishes in every crystallite.

**Powder average of the second term.** The centre of gravity of a component is the mean of \(B\) over rotor phase and crystallite orientation. At each phase an isotropic powder samples all field directions equally, so the mean is taken over the unit sphere. By symmetry \(\langle n_in_j\rangle=\delta_{ij}/3\) and

\[
\langle n_in_jn_kn_l\rangle=c\,(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\]

Setting \(i=j\), \(k=l\) and summing gives \(1=c(9+3+3)\), hence \(c=1/15\). Contracting with \(r_ir_jQ_{kl}\) gives \((\mathrm{Tr}\,Q+2\,\mathbf r\cdot Q\cdot\mathbf r)/15\), in which the trace is zero. Thus

\[
\langle B\rangle=\left(\frac13-\frac{2}{15}\right)\mathbf r\cdot Q\cdot\mathbf r=\frac15\,\mathbf r\cdot Q\cdot\mathbf r .
\]

With \(\mathbf r=(\sin\beta\cos\alpha,\sin\beta\sin\alpha,\cos\beta)\),

\[
\mathbf r\cdot Q\cdot\mathbf r=\frac{\chi}{2}\left[\cos^2\beta-\frac{\sin^2\beta}{2}+\frac{\eta}{2}\sin^2\beta\cos2\alpha\right]=\frac{\chi F}{4},
\]

where \(2\cos^2\beta-\sin^2\beta=3\cos^2\beta-1\) was used. Therefore

\[
\langle A_m\rangle=\frac{3D}{\nu_N}(3m^2-2)\,\frac{\chi F}{20}=(3m^2-2)K .
\]

Since \(f_m=-A_m\), the shifts are \(-K\) for \(m=\pm1\) and \(+2K\) for \(m=0\).

**Areas.** The carbon transition leaves the nitrogen state unchanged, apart from mixing of order \(D/\nu_N\). Its strength is therefore the same for each \(m\), and equal populations give equal areas. Two components coincide at \(-K\) and one stands at \(+2K\). ∎

**Remark on the mechanism.** Magic-angle spinning removes quantities that depend on the field direction as a second-rank tensor. Here the field direction enters twice, once through the dipolar vector and once through the tilt. The product of two second-rank interactions contains a scalar, \(\mathbf r\cdot Q\cdot\mathbf r\), which no rotation of the sample can average.

**Remark on sign.** If \(\chi F>0\), the weaker component lies at higher frequency; if \(\chi F<0\), at lower frequency. When the bond direction in the gradient frame and the asymmetry \(\eta\) are known well enough to fix the sign of \(F\), and the two bands can be told apart, the spectrum gives the sign of \(\chi\). In parts per million of \(\nu_C\) the splitting falls as the inverse square of the field.

## Corollary: the bands for an axial gradient along the bond

Take \(\eta=0\), \(\beta=0\), so \(F=2\), and write \(c=\mathbf n\cdot\mathbf r\). Then \(\mathbf r\cdot Q\cdot\mathbf n=\chi c/2\) and \(\mathbf n\cdot Q\cdot\mathbf n=\chi(3c^2-1)/4\), so

\[
B=\frac{\chi c^2}{2}-\frac{\chi c^2(3c^2-1)}{4}=\frac{3\chi}{4}(c^2-c^4).
\]

Let \(x=\cos\zeta\). Raising the expression for \(\mathbf n\cdot\mathbf r\) to the fourth power and using \(\overline{\cos^4\psi}=3/8\),

\[
\overline{c^4}=\frac19\left[x^4+6x^2(1-x^2)+\frac32(1-x^2)^2\right]=\frac{3+6x^2-7x^4}{18}.
\]

With \(\overline{c^2}=6/18\), the rotor average of \(c^2-c^4\) is \((3-6x^2+7x^4)/18\). Its powder mean is \(1/3-1/5=2/15\). Each crystallite's shift is therefore the theorem's value multiplied by

\[
g(x)=\frac{5}{12}(3-6x^2+7x^4)=1+\frac23P_4(x),
\]

with \(P_4\) the fourth Legendre polynomial. The derivative \(g'=\tfrac53x(7x^2-3)\) vanishes at \(x=0\), where \(g=5/4\), and at \(x^2=3/7\), where \(g=5/7\) is the minimum. The maximum is \(g(1)=5/3\). Since the mean of \(P_4^2\) is \(1/9\), the rms spread of \(g\) is \(2/9\).

The factor \(g\) is positive, so the \(m=\pm1\) and \(m=0\) bands lie on opposite sides of the uncoupled line and do not overlap. In a powder \(x\) is uniformly distributed, and the intensity per unit frequency, proportional to \(1/|g'|\), diverges at \(g=5/7\) and \(g=5/4\). With little other broadening, peaks at the inner edges are separated by \(\tfrac57\times3K\), not \(3K\). The theorem applies to centres of gravity.

## Corollary: an axial gradient perpendicular to the bond

Take \(\eta=0\) and \(\mathbf r\) along the principal axis \(x\), so \(F=-1\). Then \(\mathbf r\cdot Q\cdot\mathbf n=-\chi n_x/4\) and

\[
B=-\frac{\chi n_x^2}{4}-\frac{\chi n_x^2(3n_z^2-1)}{4}=-\frac{3\chi}{4}n_x^2n_z^2 .
\]

The doublet is reversed and half as wide. Its bands also lie on opposite sides of zero, because \(n_x^2n_z^2\) is non-negative and vanishes at only a few points of the cone. Two rotor-axis directions show the spread. For an axis along \(z\), \(n_z^2=1/3\) and \(\overline{n_x^2}=1/3\), so the average is \(1/9\). For an axis midway between \(x\) and \(z\),

\[
n_xn_z=\frac{(1+\sqrt2\cos\psi)(1-\sqrt2\cos\psi)}{6}=-\frac{\cos2\psi}{6},
\]

and the average of the square is \(1/72\). Relative to the powder mean \(1/15\), these averages are \(5/3\) and \(5/24\), a wider range than the \(5/3\) to \(5/7\) of the parallel gradient.

## Worked example

Take the round model values \(D=700\) Hz, \(\chi=3.0\) MHz, \(\nu_C=3.5\,\nu_N\), and first \(\nu_N=20\) MHz. For the axial gradient along the bond,

\[
K=\frac{3\times700\times3.0\times10^6}{20\times20\times10^6}\times2\ \text{Hz}=31.5\ \text{Hz},
\]

and the splitting is \(3K=94.5\) Hz, or \(94.5/70=1.35\) ppm at \(\nu_C=70\) MHz.

The tilt behind it is small. With the gradient axis at 45° to the field, the bracket in Lemma 2 has length \(3\chi/8=1.125\) MHz. The predicted transverse spin is \(-0.056\) for \(m=\pm1\) and \(+0.1125\) for \(m=0\), counted positive towards the gradient axis. Diagonalizing the nitrogen Hamiltonian gives \(-0.0576\), \(+0.1121\) and \(-0.0545\) for \(m=+1,0,-1\).

For comparison with the theorem, the full six-level Hamiltonian was diagonalized over one rotor turn and over the powder. The mean shifts, in Hz, are:

| \(\nu_N\) (MHz) | \(m=+1\) | \(m=0\) | \(m=-1\) | splitting | \(3K\) |
|---|---|---|---|---|---|
| 20 | −31.81 | +62.97 | −31.14 | 94.44 | 94.50 |
| 40 | −15.83 | +31.50 | −15.66 | 47.24 | 47.25 |
| 80 | −7.89 | +15.75 | −7.85 | 23.62 | 23.63 |

The splitting halves at each doubling of the field. The static coupling it replaces is far larger: with the bond along the field, the first-order shifts are \(\pm2D=\pm1400\) Hz.

The outer states do not coincide perfectly: at 20 MHz they differ by about 0.7 Hz. A symmetry explains this. Reverse the sign of the whole nitrogen Hamiltonian, which reverses every energy, and then apply time reversal, which turns \(\mathbf S\) into \(-\mathbf S\). The Zeeman term is restored, the quadrupole term keeps its reversed sign, and \(m\) becomes \(-m\). Therefore \(\varepsilon_{-m}(-Q)=-\varepsilon_m(Q)\), and the energy of order \(k\) in \(Q\) is even in \(m\) for odd \(k\) and odd in \(m\) for even \(k\). This energy scales as \(|\mathbf b|^{1-k}\), so its gradient, which sets the carbon shift, scales as \(|\mathbf b|^{-k}\). The second-order term separates \(m=+1\) from \(m=-1\) in proportion to \(1/\nu_N^2\), but leaves their mean and the \(m=0\) line in place. The relative correction to the doublet splitting from higher orders in \(Q\) therefore begins at \((\chi/\nu_N)^2\).

Two altered Hamiltonians isolate the cause. At \(\nu_N=80\) MHz, setting \(\chi=0\) reduces the splitting from 23.62 Hz to 0.000 Hz. Keeping \(\chi\), but replacing the dipolar term by its longitudinal part \(D[1-3(\mathbf n\cdot\mathbf r)^2](\mathbf n\cdot\mathbf I)(\mathbf n\cdot\mathbf S)\), leaves 0.002 Hz. The doublet needs both the tilt and the transverse dipolar terms.

At 20 MHz the diagonalized bands extend from −52.3 to −22.4 Hz for \(m=\pm1\) and from +45.1 to +104.6 Hz for \(m=0\). The factors \(5/7\) and \(5/3\) predict magnitudes of 22.5 to 52.5 Hz and 45 to 105 Hz.

For the perpendicular gradient the formula gives \(-47.25\) Hz and diagonalization \(-47.22\) Hz. The \(m=\pm1\) bands run from +3.2 to +26.9 Hz and the \(m=0\) band from −52.4 to −6.6 Hz. The two rotor-axis directions worked out above give 3.3 and 26.3 Hz for \(m=\pm1\), close to these limits.

A less symmetric case, \(\eta=0.4\), \(\beta=70^\circ\), \(\alpha=30^\circ\), has \(F=0.351-1+0.177=-0.472\). The predicted splitting is \(-22.32\) Hz, and diagonalization gives \(-22.31\) Hz. This is the distance between centres of gravity; the bands themselves overlap here.

## Where the result fails

**Adiabatic following.** The tilt, of order \(\chi/\nu_N\), changes at the spinning rate \(\nu_r\), while neighbouring nitrogen levels are about \(\nu_N\) apart. The unwanted admixture is of order \((\chi/\nu_N)(\nu_r/\nu_N)\). For one crystallite with the gradient along the bond, at \(\nu_r=10\) kHz and \(\nu_N=20\) MHz, the Schrödinger equation was propagated through a rotor turn in short steps. The shifts were −22.74, +45.35 and −22.60 Hz for \(m=+1,0,-1\). Averaging the instantaneous levels gives −22.74, +45.36 and −22.60 Hz.

**Low field.** When \(|\chi|\) approaches \(\nu_N\), the first-order tilt of Lemma 2 is no longer accurate for single orientations, and band shapes should be found by diagonalization. The centres of gravity are less sensitive: for \(\eta=0\) the diagonalized splitting at \(|\chi|=\nu_N\) is still within 3 % of \(3K\).

**Nitrogen relaxation.** If nitrogen changes state much faster than the splitting, carbon sees the mean shift \((-K-K+2K)/3=0\), and the doublet collapses to one line. This line is broadened when the relaxation rate is comparable with the angular spinning rate \(2\pi\nu_r\), because jumps between nitrogen states then interrupt the averaging of the first-order coupling.

**Vanishing angular factor.** At \(F=0\) the centres of gravity coincide at this order, but the bands keep a finite width. Near this point they overlap, and the spectrum need not show a clear doublet. For \(\eta=0\) this happens when the bond makes the magic angle with the gradient axis.

All numerical values are calculated from the stated model.
